\section*{Generalized Entropy for Gaussian, Methfessel-Paxton and Cold Smearing of Occupations, part 2}

Electrons in a mean-field theory, in a fixed, finite, orthonormal basis, are given smeared occupations. We seek the forces, the effect of the smearing width and the nature of the stationary point. Energies are in eV and lengths in \AA.

The real orbitals $\phi_i$ hold two electrons when full, and $\rho=2\sum_i f_i|\phi_i\rangle\langle\phi_i|$. The energy $E[\rho;R]$ depends on a nuclear coordinate $R$, and $\delta E=\mathrm{Tr}(H\,\delta\rho)$ defines $H$, with levels $\varepsilon_i$. For width $\sigma$ and chemical potential $\mu$,
\begin{equation}
f(x) = \int_{-\infty}^{x}\tilde\delta(t)\,dt, \qquad x = \frac{\mu-\varepsilon}{\sigma},
\label{occ}
\end{equation}
where $\tilde\delta$ integrates to one, decays faster than any power of $|x|$ and may change sign. Its moments are $M_k=\int x^k\tilde\delta\,dx$. With independent variables $x_i$ and $f_i=f(x_i)$,
\begin{equation}
\Omega = E[\rho;R] - 2\sigma\sum_i S(x_i) - 2\mu\sum_i f(x_i).
\label{omega}
\end{equation}
Part (a) showed that $\Omega$ is stationary in the orbitals (eigenvectors of the self-consistent $H$) and in the $x_i$ at the occupations (\ref{occ}) if the entropy $S$ obeys $S'(x)=-x\tilde\delta(x)$, that is
\begin{equation}
S(x) = -\int_{-\infty}^{x} t\,\tilde\delta(t)\,dt .
\label{S}
\end{equation}
The gradient at an arbitrary point is
\begin{equation}
\frac{\partial\Omega}{\partial x_i} = 2\tilde\delta(x_i)\,\bigl(H_{ii}-\mu+\sigma x_i\bigr).
\label{grad}
\end{equation}

The six schemes, all with $M_1=0$, are:
\begin{itemize}
\item Fermi-Dirac (FD): $f=1/(1+e^{-x})$, $S_{\rm FD}=-f\ln f-(1-f)\ln(1-f)$.
\item Gaussian: $\tilde\delta=e^{-x^2}/\sqrt\pi$, $S_{\rm G}=e^{-x^2}/(2\sqrt\pi)$, $M_2=\tfrac12$.
\item Methfessel-Paxton, $N=1$ (MP1): $\tilde\delta_1=(\tfrac32-x^2)e^{-x^2}/\sqrt\pi$, $S_1=(1-2x^2)e^{-x^2}/(4\sqrt\pi)$, $M_2=M_3=0$, $M_4=-\tfrac34$.
\item Methfessel-Paxton, $N=2$ (MP2): $S_2=(4x^4-12x^2+3)e^{-x^2}/(16\sqrt\pi)$, $M_2=\dots=M_5=0$.
\item Cold (Marzari-Vanderbilt): $\tilde\delta=(2-\sqrt2x)e^{-(x-1/\sqrt2)^2}/\sqrt\pi$, $M_2=0$, $M_3=-1/\sqrt2$, $M_4=-\tfrac32$.
\item Cold, polynomial: $\tilde\delta_a=(ax-1)(x^2-\tfrac32)e^{-x^2}/\sqrt\pi$ with $a=-\sqrt{2/3}$, $M_2=0$, $M_3=3a/4$.
\end{itemize}

\section*{(f) Forces}

\emph{With $S_{\rm tot}=2\sum_iS(x_i)$ and $F=E-\sigma S_{\rm tot}$ evaluated at the self-consistent solution for $N_e$ electrons, find the derivatives of $F$ with respect to $R$, $\sigma$ and $N_e$, and that of $E$ with respect to $R$.}

\paragraph{Solution.} Assume that the solution moves smoothly with the parameters. When $\tilde\delta$ changes sign the electron count need not be monotonic in $\mu$, and one root has to be followed. On the solution $2\sum_if_i=N_e$, so $F=\Omega+\mu N_e$. For any parameter $\lambda$ the total derivative of $\Omega+\mu N_e$ has four parts. The changes through the orbitals and through the $x_i$ vanish by part (a). The change through $\mu$ is $(N_e-2\sum_if_i)\,d\mu/d\lambda=0$. The explicit dependence remains:
\begin{equation}
\frac{dF}{dR}=\frac{\partial E}{\partial R}\Big|_{\rho}, \qquad \frac{dF}{d\sigma}=-S_{\rm tot}, \qquad \frac{dF}{dN_e}=\mu .
\label{HF}
\end{equation}
The first relation is the Hellmann-Feynman theorem for smeared occupations; it needs stationarity and does not need a minimum, so it holds for all the schemes above. A basis that moves with the atoms lies outside the assumptions made here. For $E=F+\sigma S_{\rm tot}$, use $dS(x_i)/dR=-x_i\tilde\delta(x_i)\,dx_i/dR=-x_i\,df_i/dR$ and $-\sigma x_i=\varepsilon_i-\mu$:
\begin{equation}
\frac{dE}{dR}-\frac{dF}{dR}=\sigma\frac{dS_{\rm tot}}{dR}=2\sum_i(\varepsilon_i-\mu)\frac{df_i}{dR}.
\label{extra}
\end{equation}
The Hellmann-Feynman force is minus the gradient of $F$; it differs from $-dE/dR$ by the energy of moving electrons between levels.

\section*{(g) Dependence on the width}

\emph{For noninteracting electrons with a density of states $g(\varepsilon)$ (both spins) that is smooth on the scale $\sigma$ near the Fermi energy $\varepsilon_F$, find the leading term of $F-E_0$, where $E_0$ is the energy at $\sigma=0$. Assume $M_1=0$.}

\paragraph{Solution.} With $\varepsilon=\mu-\sigma x$ and a Taylor expansion of $g$ about $\mu$,
\begin{equation}
S_{\rm tot}=\sigma\int g(\mu-\sigma x)\,S(x)\,dx=\sigma\sum_k\frac{(-\sigma)^k}{k!}\,g^{(k)}(\mu)\int x^kS\,dx .
\end{equation}
The series is asymptotic and ignores band edges, which lie in the tails of $S$ when they are many $\sigma$ from $\mu$. For $M_1=0$, $S$ decays at both ends, and integration by parts with $S'=-x\tilde\delta$ gives $\int x^kS\,dx=M_{k+2}/(k+1)$. Let $M_m$ be the first nonzero moment with $m\ge2$, so that the first term has $k=m-2$. The electron count, integrated by parts with $G'=g$, is $N_e=\int G(\mu-\sigma x)\tilde\delta(x)\,dx=G(\mu)+O(\sigma^m)$, so $\mu-\varepsilon_F=O(\sigma^m)$ if $g(\varepsilon_F)\ne0$. Replacing $\mu$ by $\varepsilon_F$ in the first term, which is of order $\sigma^{m-1}$, changes it at order $\sigma^{2m-1}$. Integrating $dF/d\sigma=-S_{\rm tot}$ from $\sigma=0$, with $(m-2)!\,(m-1)\,m=m!$,
\begin{equation}
F-E_0\simeq-(-1)^m\,\sigma^m\,g^{(m-2)}(\varepsilon_F)\,\frac{M_m}{m!}.
\label{lead}
\end{equation}
The order is $\sigma^2$ for the Gaussian ($M_2=\tfrac12$), $\sigma^3$ for cold smearing and $\sigma^4$ for MP1, provided the derivative of $g$ that appears is nonzero.

For free electrons, $g\propto\sqrt\varepsilon$, with one electron and $\varepsilon_F=5$ eV, one has $E_0=3$ eV, $g=0.3$ eV$^{-1}$, $g'=0.03$ eV$^{-2}$, $g''=-0.003$ eV$^{-3}$. At $\sigma=0.2$ eV, (\ref{lead}) gives, in eV,
\begin{align*}
\text{Gaussian:}&\quad -0.04\times0.3\times0.5/2=-3.0000\times10^{-3},\\
\text{cold:}&\quad +0.008\times0.03\times(-0.70711)/6=-2.8284\times10^{-5},\\
\text{MP1:}&\quad -0.0016\times(-0.003)\times(-0.75)/24=-1.5000\times10^{-7}.
\end{align*}
Direct quadrature gives $-2.9997\times10^{-3}$, $-2.8595\times10^{-5}$ and $-1.5015\times10^{-7}$ eV, and halving $\sigma$ yields the exponents $2.000$, $3.008$ and $4.001$. The cold value is larger in magnitude than its leading term by $1.1\%$ of that term; the difference, value minus leading term, is $-3.1\times10^{-7}$ eV. The shift of $\mu$ enters $F$ at order $\sigma^6$ there, so the next term has the form (\ref{lead}) with $m=4$: $-0.0016\times(-0.003)\times(-1.5)/24=-3.0\times10^{-7}$ eV, which accounts for most of it.

For the Gaussian the odd moments vanish, so $F=E_0+\alpha\sigma^2+\gamma\sigma^4+\dots$, and $E=F-\sigma\,dF/d\sigma=E_0-\alpha\sigma^2-3\gamma\sigma^4$. The average $(E+F)/2=E_0-\gamma\sigma^4$ has lost the $\sigma^2$ term. The computed values are $E-E_0=2.9991\times10^{-3}$ eV and $(E+F)/2-E_0=-3.0\times10^{-7}$ eV.

\section*{(h) A self-consistent chain}

\emph{An open chain has 8 atoms and 8 electrons, one orbital per atom, spacing $d_0=2.5$ \AA, with atom 3 moved by $0.1$ \AA\ towards atom 4. The matrix $h$ has hopping $h_{a,a+1}=-t_{a,a+1}=-t_0e^{-\beta(d-d_0)}$ for bond length $d$, $t_0=1$ eV, $\beta=1$ \AA$^{-1}$, and site energy $0.5$ eV on atom 1. The energy is $E=\mathrm{Tr}(\rho h)+\tfrac U2\sum_a(\rho_{aa}-1)^2$ with $U=2$ eV, and $\sigma=0.5$ eV. Using the self-consistent levels in the numerical check, obtain $F$ and the force on atom 3, compare with $-dE/dR$, and decide whether the MP1 solution is a minimum of $\Omega$.}

\paragraph{Solution.} Varying $E$ gives $H_{ab}=h_{ab}+U(\rho_{aa}-1)\delta_{ab}$. The Hartree term has no explicit $R$ dependence, so $\partial E/\partial R|_\rho=\mathrm{Tr}(\rho\,\partial h/\partial R)$ with $R=R_3$. Increasing $R_3$ lengthens bond 2--3 and shortens bond 3--4, so $\partial h_{23}/\partial R=+\beta t_{23}$ and $\partial h_{34}/\partial R=-\beta t_{34}$. Each bond appears twice in the trace, and the electronic force is
\begin{equation}
-\frac{dF}{dR}=-2\beta\,(t_{23}\rho_{23}-t_{34}\rho_{34}),
\label{chain}
\end{equation}
with $t_{23}=0.90484$ eV and $t_{34}=1.10517$ eV.

For Gaussian smearing $\mu=0.07152$ eV. Level 4 has $\varepsilon=-0.31187$ eV, so $x=(0.07152+0.31187)/0.5=0.7668$ and $S=0.28209\,e^{-0.5880}=0.1567$. Levels 3 to 6 contribute $0.00582+0.15669+0.15721+0.00444$, levels 2 and 7 together $0.00005$, and twice the sum is $S_{\rm tot}=0.6484$. Then $F=-8.8989-0.5\times0.6484=-9.2231$ eV. The bond orders $\rho_{23}=0.48057$ and $\rho_{34}=0.73042$ give
\begin{equation*}
-2\,(0.43484-0.80724)=0.7448\ \text{eV/\AA}=0.01448\ \text{hartree/bohr}.
\end{equation*}
In (\ref{extra}) levels 3 to 6 contribute $(-0.98505)(-0.00510)$, $(-0.38339)(0.22725)$, $(0.38232)(-0.21815)$ and $(1.01864)(-0.00400)$, that is $+0.0050$, $-0.0871$, $-0.0834$ and $-0.0041$, and twice the sum is $-0.339$ eV/\AA. Hence $-dE/dR=0.745+0.339=1.084$ eV/\AA, larger than the Hellmann-Feynman force by $46\%$ of that force. Gaussian occupations combined with $S_{\rm FD}(f)$ violate (\ref{S}); the negative gradient of that mismatched functional is $0.2788$ eV/\AA, which is not the force (\ref{chain}).

The results for the six schemes, with energies in eV and forces in eV/\AA, are:
\begin{center}
\begin{tabular}{lcccc}
scheme & $\sigma S_{\rm tot}$ & $F$ & $-dF/dR$ & $-dE/dR$\\
Fermi-Dirac & $2.5609$ & $-10.2762$ & $0.4931$ & $0.7430$\\
Gaussian & $0.3242$ & $-9.2231$ & $0.7448$ & $1.0839$\\
MP1 & $-0.0624$ & $-9.0607$ & $0.9126$ & $1.2262$\\
MP2 & $-0.0772$ & $-9.0762$ & $0.9909$ & $1.1949$\\
cold & $-0.0618$ & $-9.0451$ & $0.8025$ & $1.2506$\\
cold, polynomial & $-0.0605$ & $-9.0565$ & $0.8621$ & $1.1822$
\end{tabular}
\end{center}
The numerical check asserts, for each scheme, that finite differences of the self-consistent $F$ agree with (\ref{chain}) and with the other two relations (\ref{HF}), and those of $E$ with (\ref{extra}), within $10^{-7}$ in these units. The MP1 and cold forces are $0.01775$ and $0.01561$ hartree/bohr.

The forces range from $0.49$ to $0.99$ eV/\AA, and the four schemes with $M_2=0$ still range from $0.80$ to $0.99$ eV/\AA. Each force is the gradient of its own $F$, and these are different functions of $R$. The expansion of part (g) cannot be used to estimate their differences: it was derived for noninteracting electrons with a smooth density of states, whereas the electrons here interact and the levels are discrete, with a spacing of levels 4 and 5, $0.45384+0.31187=0.766$ eV in the Gaussian case, that is comparable with $\sigma$. The MP1 entropy is negative, so that $F>E$, because all eight levels have $|x|>1/\sqrt2$, the smallest value being $0.7584$, and $S_1<0$ there.

For the curvature, differentiate (\ref{grad}) at fixed orbitals $c_{ai}$ and fixed $\mu$, at the solution, where the bracket vanishes: $\partial^2\Omega/\partial x_i^2=2\tilde\delta_i(\sigma+\partial H_{ii}/\partial x_i)$, with $\tilde\delta_i=\tilde\delta(x_i)$. Since $H_{ii}=h_{ii}+U\sum_ac_{ai}^2(\rho_{aa}-1)$ and $\partial\rho_{aa}/\partial x_i=2\tilde\delta_ic_{ai}^2$,
\begin{equation}
\frac{\partial^2\Omega}{\partial x_i^2}=2\sigma\tilde\delta_i+4U\tilde\delta_i^{\,2}\sum_ac_{ai}^4 .
\end{equation}
For the Gaussian both terms are positive. For MP1, level 3 has $x=1.9533$, $x^2=3.8154$ and $\tilde\delta_1=(1.5-3.8154)\,e^{-3.8154}/\sqrt\pi=-0.0288$, so the first term is $-0.0288$ eV. The positive Hartree term is quadratic in this small number and raises the total to the computed $-0.0276$ eV. Level 4 has curvature $+0.4012$ eV. With both signs present, the MP1 solution of this model is a saddle point of $\Omega$ at fixed $\mu$, with occupations $1.00927$ in level 3 and $-0.00670$ in level 6. A descent on $\Omega$ in the variables $x_i$ lowers $\Omega$ by moving $x_3$ away from the solution, whereas the force (\ref{chain}), which rests on stationarity alone, remains the gradient of $F$.

\section*{Table of computed values}
\begin{verbatim}
dimensionless: moments M2 M3 M4 | f(0) S(0) | f(1) S(1)
FD       3.28987 0.00000 45.45758 | 0.50000 0.69315 | 0.73106 0.58220
Gauss    0.50000 0.00000 0.75000 | 0.50000 0.28209 | 0.92135 0.10378
MP1      0.00000 0.00000 -0.75000 | 0.50000 0.14105 | 1.02513 -0.05189
MP2      0.00000 0.00000 0.00000 | 0.50000 0.10579 | 1.05107 -0.06486
cold     0.00000 -0.70711 -1.50000 | 0.40063 0.17110 | 1.02679 -0.10724
coldpoly 0.00000 -0.61237 -0.75000 | 0.38484 0.14105 | 1.06749 -0.13662
Gaussian centred at x=1/sqrt2 (M1 nonzero): S(+inf) = -0.70711
MP1: max f 1.03546 at x=1.22474; f=1.02 at x=0.9565,1.6672, S=-0.04688,-0.03992
cold: max f 1.08332 at x=1.41421; f=1.02 at x=0.9783,2.2895, S=-0.10053,-0.05161
coldpoly: max f 1.08685 at x=1.22474; f=1.02 at x=0.8321,2.0424, S=-0.09357,-0.04626
MP1 min f = -0.03546; polynomial cold a = -0.81650
chain: 8 atoms, 8 electrons, t0=1.0 eV, beta=1.0 1/A, d0=2.5 A, atom 3 shift 0.1 A
site-1 energy 0.5 eV, U=2.0 eV, sigma=0.5 eV, t23=0.90484 eV, t34=1.10517 eV
scheme: mu (eV), E (eV), Stot, sigma*Stot (eV), F (eV)
FD       0.07287 -7.71536 5.12173 2.56087 -10.27622
Gauss    0.07152 -8.89890 0.64844 0.32422 -9.22312
MP1      0.06665 -9.12304 -0.12475 -0.06237 -9.06067
MP2      0.06794 -9.15338 -0.15444 -0.07722 -9.07616
cold     0.03232 -9.10687 -0.12356 -0.06178 -9.04509
coldpoly 0.01684 -9.11693 -0.12092 -0.06046 -9.05647
scheme: rho23 rho34 | force on atom 3 (eV/A): Hellmann-Feynman, -dF/dR, -dE/dR
FD       0.48336 0.61882 | 0.493075 0.493075 0.742975
Gauss    0.48057 0.73042 | 0.744808 0.744808 1.083891
MP1      0.45125 0.78234 | 0.912640 0.912640 1.226209
MP2      0.43674 0.80587 | 0.990899 0.990899 1.194920
cold     0.47544 0.75233 | 0.802499 0.802499 1.250579
coldpoly 0.46326 0.76930 | 0.862058 0.862058 1.182178
Gaussian f with Fermi-Dirac entropy: -dF/dR = 0.278849 eV/A
HF force (hartree/bohr): Gauss 0.014484, MP1 0.017748, cold 0.015606
Gauss levels: eps (eV), x, f, S, df/dR (1/A), d2Omega/dx2 (eV)
 1 -1.86401 3.8711 1.00000 0.00000 0.00000 0.00000
 2 -1.46226 3.0676 0.99999 0.00002 -0.00001 0.00005
 3 -0.91353 1.9701 0.99733 0.00582 -0.00510 0.01182
 4 -0.31187 0.7668 0.86091 0.15669 0.22725 0.43624
 5 0.45384 -0.7646 0.13977 0.15721 -0.21815 0.44922
 6 1.09016 -2.0373 0.00198 0.00444 -0.00400 0.00900
 7 1.57249 -3.0019 0.00001 0.00003 0.00001 0.00007
 8 1.93519 -3.7273 0.00000 0.00000 -0.00000 0.00000
MP1 levels: eps (eV), x, f, S, df/dR (1/A), d2Omega/dx2 (eV)
 1 -1.86624 3.8658 1.00000 -0.00000 -0.00000 -0.00000
 2 -1.46288 3.0591 1.00007 -0.00022 0.00014 -0.00038
 3 -0.90998 1.9533 1.00927 -0.02061 0.01738 -0.02763
 4 -0.31256 0.7584 0.97863 -0.01194 0.18582 0.40119
 5 0.45027 -0.7672 0.01881 -0.01388 -0.21717 0.39681
 6 1.09344 -2.0536 -0.00670 -0.01546 0.01388 -0.02190
 7 1.57377 -3.0143 -0.00009 -0.00027 -0.00005 -0.00048
 8 1.93418 -3.7351 -0.00000 -0.00000 0.00000 -0.00001
gas: EF=5.0 eV, E0=3.0000 eV, g=0.3000 1/eV, g'=0.0300 1/eV^2, g''=-0.0030 1/eV^3
gas, sigma=0.2 eV: F-E0 (eV), leading term (eV), exponent from sigma=0.2 and 0.1 eV
Gauss  -2.9997e-03 -3.0000e-03 2.000
MP1    -1.5015e-07 -1.5000e-07 4.001
cold   -2.8595e-05 -2.8284e-05 3.008
Gauss sigma=0.2 eV: E-E0 = 2.9991e-03 eV, (E+F)/2-E0 = -3.003e-07 eV
\end{verbatim}
